Pinhole Number, Size and Leakage Through a Thin Barrier on Polymer

Q: I have polyester sheets coated with 25 nm of alumina by atomic layer deposition. One sample has a single round pinhole of radius 5 µm. Another has 100 pinholes of radius 0.5 µm. The open area is the same, 78.5 µm², so I expect the same water leak. The rest of the film is sealed. What else could matter?

A: The route the water takes after the hole. Your expectation is right if the flow under each hole runs straight down a column with the hole's cross-section. How would you write that leak?

Q: With diffusivity D, polymer thickness L, total open area H, and water concentration c0 in the polymer at the holes and zero at the far face, I would write

I_area = D c0 H/L.

A: That formula needs side walls around each column. The polymer has none, so water also spreads sideways. Your polymer is 100 µm thick and even the larger hole has a radius of 5 µm, so there is ample room to spread.

Let us take a steady state, constant D, an impermeable film apart from the holes, and empty holes that supply vapour freely. The concentration just under each hole is then c0. Consider first one hole of radius a on very deep polymer. Steady diffusion obeys ∇²c = 0, and no water crosses the surface outside the hole.

Q: Can that be solved without advanced functions?

A: Yes. Suppose a small patch of surface feeds in an amount dI per unit time. It spreads over hemispheres of area 2πR², so −D dc/dR = dI/(2πR²). Integrating, with c = 0 far away,

dc_patch = dI/(2πDR).

This field has no flow through the surface away from the patch, as required. We now need a distribution of inflow over the hole that makes c uniform there. Try

q(ρ) = q0/√(a² − ρ²),

where q is the inflow per area and ρ the distance from the hole's centre. The concentration at a point P in the hole is

c(P) = (1/(2πD)) ∫ q dA/R.

Use polar coordinates centred on P. Then dA = R dR dφ, so dA/R = dR dφ and the distance R cancels. Two opposite rays from P form one chord of the hole. If the chord passes at distance p from the centre, its half-length is h = √(a² − p²). With s measured from its midpoint, ρ² = p² + s², hence a² − ρ² = h² − s². Each chord contributes

∫ from −h to h of ds/√(h² − s²) = π,

whatever its length. The chord directions cover an angle π, so

c(P) = (q0/(2πD)) · π · π = πq0/(2D).

This does not depend on P, so the trial inflow meets the boundary condition. Setting it equal to c0 gives q0 = 2Dc0/π. The leak of one hole is then

I1 = ∫ from 0 to a of 2πρ q0/√(a² − ρ²) dρ = 2πq0 a = 4 D c0 a.

Q: The leak is proportional to the radius, not to the area. But the hole with twice the radius has four times the entrance. Why does it not pass four times as much?

A: Because the path it must feed is also twice as long. Rewrite the result as

I1 = D c0 (πa²)/(πa/4).

The hole behaves like a column of its own area with length πa/4, not L. For a = 5 µm that length is about 3.9 µm.

The concentration on the axis shows the same thing. At depth z, a ring of radius ρ lies at distance √(ρ² + z²), so

c(z) = (q0/D) ∫ from 0 to a of ρ dρ/[√(a² − ρ²) √(ρ² + z²)].

Put w = √(a² − ρ²). Then ρ dρ = −w dw and ρ² + z² = a² + z² − w², which gives

c(z) = (q0/D) ∫ from 0 to a of dw/√(a² + z² − w²)
= (q0/D) arctan(a/z)
= (2c0/π) arctan(a/z).

At z = a the arctangent is π/4 and c = c0/2. Half of the concentration drop on the axis lies within one hole radius of the surface. The resistance sits near the mouth, and a small hole has a short mouth region.

Q: Then what happens when I divide a fixed area among N holes?

A: Let the holes be equal and, for now, let them not disturb one another. From H = Nπa²,

a = √(H/(πN)).

Adding N equal leaks gives

I = 4 D c0 N a = 4 D c0 √(NH/π).

At fixed H, N holes therefore leak √N times as much as one. Division reduces each radius by √N but multiplies the number of holes by N. If the holes have different radii a_i and are still independent, the total is 4Dc0 Σa_i.

Q: Please put my samples into this.

A: Take rough values for water in polyester at 311 K: D = 1.0×10⁻⁸ cm²/s and c0 = 6.0 mg/cm³. For the single hole,

I1 = 4 × (1.0×10⁻⁸ cm²/s) × (6.0×10⁻³ g/cm³) × (5×10⁻⁴ cm)
= 1.2×10⁻¹³ g/s.

There are 86,400 s in a day, so this is 10.4 ng/day. Each hole of radius 0.5 µm leaks a tenth of that, and there are 100 of them, so the second sample leaks 104 ng/day. Over 1 cm² of film the two leaks are 1.04×10⁻⁴ and 1.04×10⁻³ g/m²/day.

Your column formula gives 0.41 ng/day for both. It is too small even for the single hole, by the factor

I1/I_area = 4Dc0a/(Dc0πa²/L) = 4L/(πa) = 25.5.

Q: You used infinitely deep polymer. Mine ends at 100 µm, where you set the concentration to zero. Does that spoil the ratio of ten?

A: It shifts it slightly. Seen from a distance much larger than a, the hole is a point source with field I1/(2πDr). To make c vanish at depth L, add image sources at heights ±2kL, with k = 1, 2, 3, …, and signs (−1)^k. Reflection in the plane z = L pairs sources of opposite sign, so c = 0 there. Reflection in z = 0 pairs sources of equal sign, so no extra flow crosses the film. At the hole the images add

2 Σ (−1)^k I1/(2πD · 2kL) = −I1 ln 2/(2πDL),

because Σ (−1)^k/k = −ln 2. The condition at the hole becomes

c0 = I1/(4Da) − I1 ln 2/(2πDL).

Multiply by 4Da and solve for I1:

I1 = 4Dc0a/[1 − 2 ln 2 · a/(πL)].

This is the leading correction for a ≪ L. It raises the leak by 2.3% for the 5 µm hole and by 0.2% for the 0.5 µm holes. The ratio falls from 10 to 9.80.

Q: And the neighbours? I suppose they are harmless if the holes are many radii apart.

A: That is enough for a few holes, but not for many. Start with a few equivalent holes, such as the corners of a square, in deep polymer. A neighbour at distance d_j ≫ a raises the concentration at our hole by I1/(2πDd_j). The hole's own inflow has to supply only the remainder:

c0 = I1/(4Da) + Σ I1/(2πDd_j).

Multiplying by 4Da gives

I1 = 4Dc0a/[1 + (2a/π) Σ 1/d_j].

Compare one hole with four holes of half its radius, which have the same total area. Independent holes would leak twice as much. On a square with side d, each hole has two neighbours at d and one at √2 d, so Σ 1/d_j = 2.707/d. For d = 100a the ratio is 2/1.017 = 1.966. For d = 5a it is 2/1.345 = 1.487.

A direct numerical solution, which divides the holes into small panels and assumes no inflow profile, gives 1.966 and 1.486. The last digit of the second value is limited by the panel size; the converged value is 1.485. Close grouping thus removes about a quarter of the leak of independent holes in this case, yet four holes still leak more than one.

Q: Why should many holes be different, if each neighbour contributes so little?

A: The field of a neighbour falls off as 1/d, but the number of neighbours in a ring at distance d grows as d. In a wide array their contributions accumulate until the far face of the polymer cuts them off.

Take a square array with n holes per area. Average the concentration over one cell at fixed depth. By symmetry no water crosses the cell's side walls, so the averaged flow is one-dimensional and carries nI1 per area. With zero at the far face, the averaged concentration just below the film is

c_avg = nI1L/D.

Each hole sits in this background and adds its own local field, so approximately

c0 = I1/(4Da) + nI1L/D.

Solve for the flux per film area, J = nI1:

J = D c0/[L + 1/(4na)].

The two terms are lengths in series. The first is the polymer thickness and the second is the cost of squeezing the flow through the holes. Independent holes require the second to dominate:

4naL ≪ 1.

Then J = 4Dc0na, which is the earlier law. In the opposite limit J approaches Dc0/L, the flux of bare polymer. Further division of the area then gains almost nothing, because the polymer thickness already supplies nearly all the resistance.

Q: Where are my samples on that scale?

A: Far on the independent side. For 100 holes of radius 0.5 µm spread over 1 cm², 4naL = 2×10⁻⁴. Even 10,000 holes of radius 0.05 µm, again with the same total area, give 2×10⁻³. Those 10,000 holes would leak 1.04×10³ ng/day, or 1.04×10⁻² g/m²/day, a hundred times the single-hole value. Bare polymer in this model passes 5.2 g/m²/day, so there is still room below the ceiling. The smooth background assumes a spacing well below L. For 100 holes the spacing is 1 mm, ten times L, so the far face has already cut the neighbours off. The small correction to 4Dc0a is then the image increase found earlier, not the decrease the series formula suggests. With the far face included, the factor of a hundred becomes about 98.

Now consider a much denser array of 0.5 µm holes, chosen so that the two lengths are equal:

n = 1/(4aL) = 5.0×10⁵ holes/cm².

The spacing is 14.1 µm, or 28 radii. Judged by pairs, these holes are well separated, and they occupy 0.39% of the surface. Yet the formula predicts half the flux of uncoated polymer. The law for independent holes would predict all of it, twice as much.

Q: Is one half accurate? You treated the neighbours as a smooth background.

A: A sum over the diffusion modes of the periodic array, using the single-hole inflow profile, gives 0.523. The difference has an identifiable source. The smooth background includes a share for the hole's own cell, although its own field was already counted.

To estimate that share, replace the cell of area d² by a disc of radius r = d/√π with uniform inflow I1/d². At its centre ∫ dA/R = 2πr, so the share is

(1/(2πD)) · (I1/d²) · 2πr = I1/(√π D d).

Relative to the local term I1/(4Da), this is 4a/(√π d) = 0.080 at d = 28.3a. The local half of the resistance should therefore be reduced by 8%:

J/J_bare = 0.5/[0.5 + 0.5 × (1 − 0.080)] = 0.521.

This accounts for most of the shift from 0.500 to 0.523.

Q: So far the holes have been empty. Suppose polymer fills them, level with the top of the film. Would the film thickness matter then?

A: Yes. Let the filling be the same polymer as the substrate, and let its outer face be held at c0. The filled hole is a short cylinder of length t in series with the spreading region. For uniform flow the cylinder has resistance t/(πa²D), where resistance means c0/I1. The complication is the mouth, where neither the concentration nor the inflow is uniform. We can still bracket the answer for deep polymer.

For any flux field j that conserves water and carries a total I1, define

W = ∫ j²/D dV.

For the true field, j = −D∇c, and integration by parts gives W = c0I1 = I1² × resistance. Any other allowed field is j + δ, where δ has zero divergence, does not cross sealed walls and carries no net flow. The cross term is

2 ∫ j·δ/D dV = −2 ∫ ∇c·δ dV = −2 ∮ c δ·dS = 0,

because c is constant on the inlet, δ carries no net flow through it, and c is zero at the outlet. What remains is ∫ δ²/D dV ≥ 0. The true field therefore has the smallest W.

Q: How does that give two limits?

A: Split the true W into cylinder and substrate. Neither part can be less than its own minimum for the same total flow. Those minima are I1² t/(πa²D) and I1²/(4aD), so

resistance ≥ t/(πa²D) + 1/(4aD).

For the other limit, use a trial field with uniform inflow at the mouth. The cylinder then contributes I1² t/(πa²D) to W. By the same integration by parts, the substrate contributes the integral of concentration times inflow over the mouth, which is I1 times the average concentration there. We need that average for a disc with inflow I1/(πa²). Build the disc outward from its centre. At the edge of a disc of radius r, the chords have length 2r cos θ, with θ from −π/2 to π/2, so ∫ dA/R = 4r. Adding successive rings of area 2πr dr counts every pair of surface elements once:

∫ from 0 to a of 4r · 2πr dr = 8πa³/3.

The double integral over the disc counts each pair twice and equals 16πa³/3. The average concentration is therefore

(1/(2πD)) · (I1/(πa²)) · (16πa³/3)/(πa²) = 8I1/(3π²aD),

and

resistance ≤ t/(πa²D) + 8/(3π²aD).

The two mouth terms, 0.250/(aD) and 0.270/(aD), differ by 8%.

Q: What does this do to the 25 nm film?

A: For deep polymer, the lower limit on resistance gives an upper limit on the leak,

I ≤ 4Dc0Na/[1 + 4t/(πa)].

For the 100 holes of radius 0.5 µm, 4t/(πa) = 0.064 and the limit is 97 ng/day, compared with 104 ng/day when they are empty. For the 10,000 holes of radius 0.05 µm, it is 634 ng/day compared with 1037. The other limit on resistance puts that last leak above 1037/(1.081 + 0.637) = 604 ng/day, so filling costs about 40%.

If a is much smaller than t, the cylinder dominates and

I → N · D c0 πa²/t = D c0 H/t.

Here your area law is correct, with the film thickness t in place of the polymer thickness L. It holds for filled, independent holes much narrower than the film is thick.

Q: For empty holes, can the vapour really keep up? A hole 0.05 µm in radius sounds restrictive.

A: Compare the gas resistance with that of the polymer. Approaching the hole through air costs 1/(4aD_g), by the same spreading formula. Passing through a thin opening by free molecular flow costs 1/(πa²w), where w is the one-way flow speed. The velocity component toward the hole has a Gaussian distribution of variance RT/M, where R is here the gas constant and M the molar mass. Averaging its positive part gives w = √(RT/(2πM)).

At a rough vapour pressure of 45 Torr, the polymer holds K = 144 times as much water per volume as the gas. The polymer resistance, expressed in gas concentration, is thus 1/(4aDK). With D_g = 0.25 cm²/s, the ratio

4aDK [1/(4aD_g) + 1/(πa²w)]

is 3×10⁻⁵ for the smallest holes and less for the others. The estimate omits collisions with the hole wall, but it leaves a very large margin. An empty hole is practically open, because diffusion in the polymer is so much slower.

Q: How close is all this to a real coated sheet?

A: The thicknesses and water properties are meant to represent alumina on polyester in warm, humid air, and a bare-sheet flux of a few g/m²/day is a reasonable rough size. The equal circular holes and their numbers are chosen for comparison, not typical values. Real defects vary in size and may be grouped. For independent round holes, replace Na by Σa_i; grouped holes leak less, and the loss grows with the size of the group. At a spacing of five radii, four holes lose about a quarter of their independent leak, as above, but a square group of 100 holes of radius 0.5 µm on your polymer loses about three quarters.

Real films may also leak between the holes. A rough background of 1×10⁻⁵ g/m²/day added to both samples changes their ratio from 10 to 9.2. The dry far face is another idealization. If it is held at c_L instead of zero, linearity multiplies both leaks by 1 − c_L/c0 and leaves their ratio unchanged.

Q: Water can swell the polymer and make D larger where the concentration is high. Does the radius law survive?

A: It does if D depends on the local concentration alone and the geometry stays fixed. Define

Φ(c) = ∫ from 0 to c of D(u) du.

Then ∇Φ = D(c)∇c, and steady conservation of water gives ∇²Φ = 0. This is the same problem with Φ in place of Dc, so I1 = 4aΦ(c0). If D rises linearly by 50% between zero concentration and c0, the integral is 1.25 times D(0)c0. Every leak rises by 25%, and the comparison between the samples is unchanged.

Q: Then I could simply measure both sheets and look for the factor of ten?

A: Allow them to reach steady flow first. At depth z, the steady amount of water per unit depth, integrated sideways, is I(L − z)/D. Integrating over depth gives a stored amount IL²/(2D). Divided by the flow I, this is

L²/(2D) = 1.39 h.

Start with thoroughly dried sheets, since water already in the polymer could mask such small leaks for much longer. Then wait several times that long, and longer if D is smaller at your temperature. Keep the humidity, temperature and polymer thickness the same for both sheets.

Q: And if I can only inspect the film, total open area is not enough?

A: Not for empty holes on thick polymer. Record the number and the radii. If the holes are nearly round, with a ≪ L, not tightly grouped, and 4naL ≪ 1 with n taken where the holes are most crowded, the sum of the radii sets the leak. If they are filled, compare a with t as well. If 4naL is not small in a regular array many polymer thicknesses wide, use the series formula as an estimate, because the polymer itself is then limiting part of the flow. At 4naL = 1 on your polymer, it is about 4% low for holes of radius 0.5 µm and about 14% low for holes of radius 5 µm. Do not use it with the local n of a compact group: water also spreads beyond the edge of such a group, so the formula can give far too small a leak. The numerical output below lists the values for the three hole counts and for the dense array. Its upper leaks for filled holes are for deep polymer; on your 100 µm sheet the single filled hole can exceed its listed value by about 2%.

Table of computed values

```
Temperature: 311 K
Water diffusivity in polymer: 1.0e-08 cm2/s
Water concentration at hole: 6.0 mg/cm3
Polymer thickness: 100 um
Film thickness: 25 nm
Sample area: 1.0 cm2
Total hole area: 78.54 um2
N=1: hole radius: 5.00 um
N=1: ideal leak: 10.37 ng/day
N=1: areal leak: 1.037e-04 g/m2/day
N=1: leak / one-hole leak: 1.00
N=1: filled, upper leak: 10.30 ng/day
N=1: collective 4naL: 2.00e-05
N=1: gas/polymer resistance: 5.99e-06
N=100: hole radius: 0.50 um
N=100: ideal leak: 103.68 ng/day
N=100: areal leak: 1.037e-03 g/m2/day
N=100: leak / one-hole leak: 10.00
N=100: filled, upper leak: 97.47 ng/day
N=100: collective 4naL: 2.00e-04
N=100: gas/polymer resistance: 8.17e-06
N=10000: hole radius: 0.05 um
N=10000: ideal leak: 1036.80 ng/day
N=10000: areal leak: 1.037e-02 g/m2/day
N=10000: leak / one-hole leak: 100.00
N=10000: filled, upper leak: 633.50 ng/day
N=10000: collective 4naL: 2.00e-03
N=10000: gas/polymer resistance: 2.99e-05
False 1D area estimate: 0.407 ng/day
One-hole leak / 1D estimate: 25.5
Bare polymer leak: 5.184e+05 ng/day
Bare polymer areal leak: 5.18 g/m2/day
Finite-L factor, N=1: 1.0226
Finite-L factor, N=100: 1.0022
Finite-L leak ratio 100/1: 9.80
Rough intrinsic film leak: 1.0e-05 g/m2/day
Leak ratio 100/1 with film leak: 9.21
Vapour pressure: 45 Torr
Vapour diffusivity in air: 0.25 cm2/s
Polymer/gas concentration ratio: 144
Leak factor if D rises 50% at c0: 1.25
Storage time: 1.39 h
Four/one leak, side 100 small radii: 1.966
Four/one leak, side 5 small radii: 1.486
Dense array density: 5.00e+05 holes/cm2
Dense array spacing: 14.14 um
Dense spacing / hole radius: 28.3
Dense open area: 0.393 %
Dense leak / bare leak, mode sum: 0.523
```
